# When chemically equivalent nuclei show their coupling: the AA'XX' spectrum of 1,1-difluoroethylene

Take the proton spectrum of 1,1-difluoroethylene, H₂C=CF₂, calculated with the couplings given below. Raise the coupling between the two protons slightly, and the outermost line moves outward by 0.88 of the change. Raise the coupling between the two fluorines instead, and the same proton line again moves outward by 0.88 of the change. Yet the two protons have the same chemical shift, and so do the two fluorines. According to a tempting rule, neither coupling should be visible at all.

## The belief and its good reason

The rule says that chemically equivalent nuclei never show their mutual coupling. It is tempting because it works in the simplest case: two protons with one shift and no other coupling partners give a single line, however strongly they are coupled to each other.

The rule fails because it confuses two kinds of equivalence. Nuclei are *chemically equivalent* when a symmetry of the molecule exchanges them, so that their shifts are equal. They are *magnetically equivalent* when, in addition, each of them has the same coupling to any given nucleus outside the set.

Call the protons A and A' and the fluorines X and X', with X cis to A and X' cis to A'. The reflection that exchanges the protons also exchanges the fluorines. It therefore guarantees

\[
J_{AX}=J_{A'X'}\ \text{(cis)},\qquad J_{AX'}=J_{A'X}\ \text{(trans)},
\]

but it does not make the cis coupling equal to the trans coupling. Seen from the single nucleus X, one proton is cis and the other is trans. The protons are chemically but not magnetically equivalent.

Difluoromethane, CH₂F₂, is different. Reflection in its H–C–H plane exchanges the fluorines and leaves each proton in place, so each proton is coupled equally to both fluorines. Reflection in the F–C–F plane likewise makes each fluorine equally coupled to both protons.

## The Hamiltonian sorted by symmetry

Let \(\mathbf I_1,\mathbf I_2\) be the dimensionless spins of A and A', and \(\mathbf S_1,\mathbf S_2\) those of X and X'. The molecule tumbles in an isotropic liquid, so only scalar couplings remain; relaxation and exchange are left out. The H–F couplings are tens of hertz, while the proton and fluorine frequencies differ by megahertz. For those couplings we therefore keep only the products of z components. Within each pair the shifts are equal, and the full scalar product must be kept.

Energies are divided by Planck's constant and so are in hertz. The Zeeman terms are written with a positive sign; the spectrum will turn out symmetric about the shift, so this choice does not affect it. Then

\[
\begin{aligned}
H={}&\nu_A(I_{1z}+I_{2z})+\nu_X(S_{1z}+S_{2z})+J_{AA'}\,\mathbf I_1\!\cdot\!\mathbf I_2+J_{XX'}\,\mathbf S_1\!\cdot\!\mathbf S_2\\
&+J_{AX}(I_{1z}S_{1z}+I_{2z}S_{2z})+J_{AX'}(I_{1z}S_{2z}+I_{2z}S_{1z}).
\end{aligned}
\]

Multiplying out sums and differences gives

\[
(I_{1z}\pm I_{2z})(S_{1z}\pm S_{2z})=(I_{1z}S_{1z}+I_{2z}S_{2z})\pm(I_{1z}S_{2z}+I_{2z}S_{1z}),
\]

with the same sign taken throughout. Half the sum of these two equations is the cis bracket in \(H\), and half their difference is the trans bracket. With

\[
N=J_{AX}+J_{AX'},\qquad L=J_{AX}-J_{AX'},
\]

the second line of \(H\) becomes

\[
\frac N2(I_{1z}+I_{2z})(S_{1z}+S_{2z})+\frac L2(I_{1z}-I_{2z})(S_{1z}-S_{2z}).
\]

The number \(L\) measures the failure of magnetic equivalence.

## Where the rule is true

Suppose first that \(L=0\). For two spins 1/2,

\[
\mathbf I_1\!\cdot\!\mathbf I_2=\tfrac12\left[(\mathbf I_1+\mathbf I_2)^2-\tfrac32\right],
\]

because each single spin has \(\mathbf I^2=3/4\). The square of a total spin commutes with each component of that total spin. Hence \(Q=\mathbf I_1\cdot\mathbf I_2\) commutes with \(I_{1z}+I_{2z}\), the only other proton operator left in \(H\), and with the detected operator \(F_+=I_{1+}+I_{2+}\).

Write \(H=H'+J_{AA'}Q\). Since \(Q\) commutes with \(H'\), the exponentials factorize:

\[
e^{2\pi iHt}F_+e^{-2\pi iHt}
=e^{2\pi iH't}\left(e^{2\pi iJ_{AA'}Qt}F_+e^{-2\pi iJ_{AA'}Qt}\right)e^{-2\pi iH't}.
\]

The bracket is just \(F_+\), because \(Q\) commutes with it. The proton–proton coupling has disappeared from the signal. The same argument removes \(J_{XX'}\), since \(\mathbf S_1\cdot\mathbf S_2\) commutes with the rest of \(H\) and with every proton operator.

What remains is a proton frequency \(\nu_A+\tfrac N2m_S\), where \(m_S\) is the total fluorine z projection. Of the four fluorine states, one has \(m_S=1\), two have \(m_S=0\) and one has \(m_S=-1\). The result is a 1:2:1 triplet. So the rule is a theorem for magnetically equivalent pairs. The question is what the \(L\) term does to it.

## What the difference term mixes

For the proton pair use the states

\[
T_+=\alpha\alpha,\quad T_0=\frac{\alpha\beta+\beta\alpha}{\sqrt2},\quad T_-=\beta\beta,\quad S_0=\frac{\alpha\beta-\beta\alpha}{\sqrt2},
\]

and the same for the fluorine pair. The total spin is 1 for the triplet states and 0 for the singlet, so the expression for \(\mathbf I_1\cdot\mathbf I_2\) gives \(\tfrac12(2-\tfrac32)=\tfrac14\) and \(\tfrac12(0-\tfrac32)=-\tfrac34\).

The operator \(I_{1z}-I_{2z}\) multiplies \(\alpha\beta\) by \(+1\), \(\beta\alpha\) by \(-1\), and \(\alpha\alpha\) and \(\beta\beta\) by zero. It therefore turns \(T_0\) into \(S_0\), turns \(S_0\) into \(T_0\), and annihilates \(T_\pm\). As it connects states with different values of \(\mathbf I_1\cdot\mathbf I_2\), it does not commute with that operator, and the proof above no longer applies.

Write product states with the proton state first. The \(L\) term acts only when both pairs have zero projection, and there it connects

\[
T_0T_0\leftrightarrow S_0S_0,\qquad T_0S_0\leftrightarrow S_0T_0,
\]

each with matrix element \(L/2\). Both pairs change between triplet and singlet together. The energy difference between the connected states therefore involves both mutual couplings, and this is how the fluorine–fluorine coupling enters the proton spectrum.

Define

\[
K=J_{AA'}+J_{XX'},\qquad M=J_{AA'}-J_{XX'}.
\]

The energies before mixing are

\[
\begin{aligned}
T_0T_0:&\quad \tfrac14J_{AA'}+\tfrac14J_{XX'}=-\tfrac K4+\tfrac K2,\\
S_0S_0:&\quad -\tfrac34J_{AA'}-\tfrac34J_{XX'}=-\tfrac K4-\tfrac K2,\\
T_0S_0:&\quad \tfrac14J_{AA'}-\tfrac34J_{XX'}=-\tfrac K4+\tfrac M2,\\
S_0T_0:&\quad -\tfrac34J_{AA'}+\tfrac14J_{XX'}=-\tfrac K4-\tfrac M2.
\end{aligned}
\]

A 2×2 matrix with diagonal elements \(c\pm d\) and off-diagonal element \(e\) has eigenvalues \(c\pm\sqrt{d^2+e^2}\). The two blocks thus give

\[
E^{(K)}_\pm=-\frac K4\pm\frac R2,\quad R=\sqrt{K^2+L^2};\qquad
E^{(M)}_\pm=-\frac K4\pm\frac P2,\quad P=\sqrt{M^2+L^2}.
\]

## The ten lines

At high temperature, the strength of a proton transition is proportional to the squared matrix element of \(F_+\): the pulse creates transverse proton magnetization in proportion to this element, and detection brings in the same element again. From the definitions,

\[
F_+T_-=\sqrt2\,T_0,\qquad F_+T_0=\sqrt2\,T_+,\qquad F_+S_0=0.
\]

Each unmixed step has strength 2. There are two steps for each of the four fluorine states, so the total strength is 16. Mixing redistributes this total without changing it.

**Fluorines in \(T_+\) or \(T_-\).** The \(L\) term vanishes. Both proton steps have frequency \(\nu_A+\tfrac N2m_S\) with \(m_S=\pm1\). This gives two lines at offsets \(\pm N/2\) from the proton shift, each with fraction \((2+2)/16=1/4\).

**The \(K\) block.** The states \(T_\pm T_0\) are unmixed and have energies \(\pm\nu_A+K/4\). Offsets from \(\nu_A\) follow by subtraction:

\[
\begin{aligned}
E(T_+T_0)-E^{(K)}_\pm-\nu_A&=\tfrac K2\mp\tfrac R2,\\
E^{(K)}_\pm-E(T_-T_0)-\nu_A&=-\tfrac K2\pm\tfrac R2.
\end{aligned}
\]

The upper mixed level gives lines at \(\pm(R-K)/2\), the lower one lines at \(\pm(R+K)/2\).

Their strengths depend on the weight \(w_\pm\) of \(T_0T_0\) in each mixed level, since \(F_+\) does not connect \(S_0S_0\) to anything. The weights add up to one. The mean energy of \(T_0T_0\), measured from \(-K/4\), must also come out right:

\[
w_++w_-=1,\qquad \frac R2(w_+-w_-)=\frac K2
\quad\Rightarrow\quad w_\pm=\frac12\left(1\pm\frac KR\right).
\]

The fraction of each line is \(2w_\pm/16=(1\pm K/R)/16\).

**The \(M\) block.** The unmixed states \(T_\pm S_0\) have energies \(\pm\nu_A-K/4+M/2\). The same subtraction and the same weight argument apply, with \(K/2\) replaced by \(M/2\) and \(R\) by \(P\).

The proton half spectrum is therefore

\[
\begin{array}{ll}
\text{offset} & \text{fraction of each line}\\
\pm N/2 & 1/4\\
\pm(R-K)/2 & (1+K/R)/16\\
\pm(R+K)/2 & (1-K/R)/16\\
\pm(P-M)/2 & (1+M/P)/16\\
\pm(P+M)/2 & (1-M/P)/16
\end{array}
\]

These are two strong lines and two quartets. Each quartet carries a quarter of the intensity.

"Ten lines" supposes that none coincide or vanish. This requires \(L\), \(N\) and both mutual couplings to be nonzero; a vanishing mutual coupling gives \(|K|=|M|\), and the two quartets coincide. It also requires \(K\) and \(M\) to be nonzero, that is \(J_{AA'}\ne\pm J_{XX'}\), because otherwise the inner and outer lines of one quartet meet at \(\pm L/2\). Finally, no quartet line may accidentally overlap \(\pm N/2\). If \(L=0\) and \(K\) and \(M\) are nonzero, then \(R=|K|\) and \(P=|M|\): the inner lines of both quartets fall at zero offset, the outer ones lose all intensity, and the triplet returns.

## The rule against numbers

Use round magnitudes of the rough size found in this molecule, not precise measurements, and take all of them as positive: \(J_{AA'}=5\), \(J_{XX'}=35\), \(J_{AX}=1\) and \(J_{AX'}=35\) Hz. Then

\[
K=40,\quad M=-30,\quad N=36,\quad L=-34\ \text{Hz},
\]

\[
R=\sqrt{40^2+34^2}=52.50\ \text{Hz},\qquad P=\sqrt{30^2+34^2}=45.34\ \text{Hz}.
\]

For example, the outermost line lies at \((52.50+40)/2=46.25\) Hz and has the fraction \((1-40/52.50)/16=1.5\,\%\). All ten lines are:

| Offset (Hz) | Share of each line (%) | Origin |
|---:|---:|:---|
| ±6.25 | 11.0 | K, inner |
| ±7.67 | 10.4 | M, inner |
| ±18.00 | 25.0 | N |
| ±37.67 | 2.1 | M, outer |
| ±46.25 | 1.5 | K, outer |

Since \(M\) is negative, the outer lines of its quartet are those at \(\pm(P-M)/2\).

The opening fact can now be derived. As \(dR/dK=K/R\), and \(K\) grows one for one with either mutual coupling,

\[
\frac{\partial}{\partial J_{AA'}}\frac{R+K}2=\frac{\partial}{\partial J_{XX'}}\frac{R+K}2=\frac12\left(1+\frac KR\right)=0.88.
\]

The next line, at \((P+|M|)/2\), separates the two couplings. Here \(|M|=J_{XX'}-J_{AA'}\), so the line moves by \(+\tfrac12(1+|M|/P)=+0.83\) Hz per hertz of \(J_{XX'}\), but by \(-0.83\) Hz per hertz of \(J_{AA'}\).

The equal signs of the two mutual couplings are an assumption of the example; in the real molecule the geminal proton–proton coupling is probably negative. With \(J_{AA'}=-5\) Hz the spectrum is the same, but the labels K and M in the table change places and the outermost line moves by \(-0.88\) Hz per hertz of \(J_{AA'}\). The slopes given above then hold for the magnitudes of the couplings.

An even more direct refutation comes from switching off one mutual coupling. With \(J_{XX'}=0\), \(K\) and \(M\) both equal \(J_{AA'}\), and the quartets coincide. Six lines remain, with positive offsets 14.68, 18.00 and 19.68 Hz. The two weaker ones are separated by

\[
\frac{R+K}2-\frac{R-K}2=K=J_{AA'}=5\ \text{Hz}.
\]

The coupling between two chemically equivalent protons stands in their own spectrum as a line spacing. With \(J_{AA'}=0\) instead, \(K=-M=J_{XX'}\), and the quartets coincide again. The corresponding lines lie at 6.90 and 41.90 Hz, and their spacing is the 35 Hz fluorine–fluorine coupling. With both switched off, four lines remain, at ±17 and ±18 Hz, that is, at \(\pm L/2\) and \(\pm N/2\).

These statements were checked by diagonalizing the full 16-state problem, which also tests the neglect of the transverse H–F coupling. With a separation of 20 MHz between the proton and fluorine frequencies, restoring it moves no line of the example by more than about \(2\times10^{-5}\) Hz.

## What can be read from the spectrum

In each quartet the difference between outer and inner offsets is \(|K|\) or \(|M|\), while their product is

\[
\frac{(R+K)(R-K)}4=\frac{R^2-K^2}4=\frac{L^2}4,
\]

and likewise for \(P\) and \(M\). Equal products tell us how to pair the lines: the outermost belongs with the innermost. In the example both products are 289 Hz², so \(|L|=2\sqrt{289}=34\) Hz. The differences are 40 and 30 Hz. Half their sum and half their difference give 35 and 5 Hz, the magnitudes of the two mutual couplings.

The spectrum does not say which magnitude belongs to which pair, nor does it give the signs. Reversing the sign of \(K\) merely exchanges two rows of the line table, and the same holds for \(M\). Only the two values \(|K|\) and \(|M|\) matter, and not which is which. Exchanging \(J_{AA'}\) with \(J_{XX'}\) reverses \(M\); reversing the sign of one of them exchanges \(|K|\) and \(|M|\). None of this alters the spectrum. The fluorine half offers no help: it follows from the proton half by exchanging the roles of the two pairs, and so has the same pattern.

The strong lines give \(|N|=36\) Hz. Together with \(|L|=34\) Hz this yields \((36\pm34)/2=35\) and 1 Hz for the H–F couplings. In this example their relative sign is determined, because reversing one of them exchanges the magnitudes of \(N\) and \(L\), and the strong lines would move from ±18 to ±17 Hz. This needs at least one nonzero mutual coupling: with both zero, the lines at \(\pm N/2\) and \(\pm L/2\) are equally strong and the exchange leaves no trace. Which coupling is cis and which is trans remains open, since that exchange changes only the sign of \(L\).

## How the rule can seem to be confirmed

Magnetic inequivalence can also be present and hard to see. When \(|K|\) is much larger than \(|L|\), expanding the square root gives

\[
R=|K|\sqrt{1+\frac{L^2}{K^2}}\approx|K|+\frac{L^2}{2|K|}.
\]

The inner lines then lie near \(\pm L^2/(4|K|)\). The fraction of each outer line is

\[
\frac1{16}\left(1-\frac{|K|}R\right)\approx\frac{L^2}{32K^2}.
\]

The \(M\) quartet behaves in the same way when \(|M|\gg|L|\). Physically, the singlet and triplet combinations are too far apart in energy for the \(L\) term to mix them much.

As a pure model, raise \(J_{XX'}\) to 350 Hz and leave the other couplings alone. Then \(K=355\) and \(M=-345\) Hz. The estimates for the inner lines are \(34^2/(4\times355)=0.81\) Hz and \(34^2/(4\times345)=0.84\) Hz, in agreement with diagonalization to this precision. These four lines carry 49.9 % of the half spectrum, and the four outer lines together carry 0.12 %.

If the lines are Lorentzian with a full width at half height of 3 to 5 Hz, the inner four merge into one central peak, and the weak outer lines are easily lost in noise. One sees a triplet with a spacing of 18 Hz and areas close to 1:2:1. The central peak still hints at the truth, because it is broader and lower than in a true triplet: it is about 1.5 times as high as the side peaks for 3 Hz lines and about 1.8 times for 5 Hz lines, instead of nearly twice as high. If this is overlooked, the pattern invites the conclusion that both H–F couplings are 18 Hz and that the protons are magnetically equivalent. In fact the couplings are 1 and 35 Hz, and 18 Hz is their mean. A triplet of limited resolution is therefore no proof of magnetic equivalence.

The rule needs one changed word: *magnetically* equivalent nuclei do not show their mutual coupling. For an AA'XX' system with \(L\ne0\), sharp lines and sufficient sensitivity, the magnitudes of both mutual couplings can be read from either half of the spectrum.

## Numbers as computed

```
J(AA') = 5 Hz, J(XX') = 35 Hz
J(AX) cis = 1 Hz, J(AX') trans = 35 Hz
K = 40 Hz, M = -30 Hz, N = 36 Hz, L = -34 Hz
R = 52.498 Hz, P = 45.343 Hz
Mixed levels (Hz): -36.249 -32.672 12.672 16.249
Ten proton lines: offset from shift (Hz), share of half spectrum (%)
   -46.249    1.488
   -37.672    2.115
   -18.000   25.000
    -7.672   10.385
    -6.249   11.012
     6.249   11.012
     7.672   10.385
    18.000   25.000
    37.672    2.115
    46.249    1.488
Largest signal error, 100 random coupling sets: 1.7e-12 (signal at t=0 is 1)
Shift per Hz of J(AA'): outermost 0.881, next -0.831 Hz/Hz
Shift per Hz of J(XX'): outermost 0.881, next 0.831 Hz/Hz
J(XX')=0: 6 lines, positive offsets (Hz): 14.683 18.000 19.683
J(AA')=0: 6 lines, positive offsets (Hz): 6.898 18.000 41.898
both=0: 4 lines, positive offsets (Hz): 17.000 18.000
Equal H-F couplings of 18 Hz: offsets (Hz) -18.0 0.0 18.0 shares (%) 25 50 25
Lines without any H-F coupling: 1
Norm of [H, I1.I2]: 34.00 Hz in the example
Products inner*outer (Hz^2): 289.000 and 289.000
Outer minus inner (Hz): 40.000 and 30.000
Read back, inside pairs: 5.000 and 35.000 Hz
Read back, between pairs: 1.000 and 35.000 Hz
Strong lines if J(AX') changes sign: +-17.000 Hz
H-F separation 20 MHz: largest line error 1.6e-05 Hz
J(XX') = 350 Hz: inner lines +-0.812, +-0.836 Hz
  estimates L^2/(4|K|), L^2/(4|M|): 0.814, 0.838 Hz
  share of four inner lines 49.88 %, of four outer lines 0.12 %
```
